High-Stress Limit of Acceptor Binding in Uniaxially Strained Germanium

PART 1. ONE ISOLATED EDGE

**What goes wrong without the limit**

Suppose that the acceptor binding energy of unstressed germanium is carried over to a crystal compressed along [001] by 1 GPa. The six-band calculation of Part 2 gives 10.7 meV without stress and 6.1 meV with it. The difference, 4.6 meV, is about thirteen times kT at 4.2 K (0.362 meV), so a thermal factor exp(E/kT) is wrong by about e¹³. The opposite shortcut is to treat the stress as infinite and use a single band with fixed masses. That gives 4.6 meV, which is too low by 1.5 meV, or four times kT.

Both errors have one source. Stress splits the valence edge, and the binding depends on how the splitting D compares with two other energies: the binding energy itself and the spin-orbit splitting Δ. A one-band limit with fixed masses needs

binding energy ≪ D ≪ Δ.

This part solves the one-band problem. Part 2 asks how closely germanium can approach it.

**The simplest case: one isotropic band**

Energies are hole energies, counted positive into the valence band, so a bound hole lies below the edge. The acceptor is a fixed negative charge, screened by the static relative permittivity ε. Write

q² = e²/(4πε₀ε).

For a hole of mass m the envelope F obeys

[−(ħ²/2m)∇² − q²/r] F = E F.

Take F proportional to exp(−r/a). Then ⟨k²⟩ = 1/a² and ⟨1/r⟩ = 1/a, so

E(a) = ħ²/(2ma²) − q²/a.

Setting dE/da = 0 gives −ħ²/(ma³) + q²/a² = 0, hence a = ħ²/(mq²). Substitution gives

E = mq⁴/(2ħ²) − mq⁴/ħ² = −mq⁴/(2ħ²).

With m in units of the free mass m₀ and Ry = 13.606 eV, the binding energy is Ry m/ε². This is the hydrogen ground state, so here the trial function is the true one. The envelope equation itself assumes an orbit much larger than the lattice spacing. The radii found below are near 10 nm, so that holds except close to the acceptor.

**Which edge does stress select?**

The top of the valence band is built from three p-like orbitals, x, y and z, each with two spins. Without spin-orbit coupling the hole energy matrix, in units of ħ²/2m₀, is

h_ii = (γ₁ − 2γ₂)k² + 6γ₂k_i²,
h_ij = 6γ₃k_ik_j for i ≠ j.

The Luttinger parameters γ₁, γ₂, γ₃ are defined by this form. For k along z, the z orbital has energy (γ₁ + 4γ₂)k², and the other two have (γ₁ − 2γ₂)k².

Strain ε_ij acts on the same orbitals. Apart from a common shift, which moves edge and bound level together, its matrix is

s_ii = 3|b|(ε_ii − tr ε/3),
s_ij = √3|d|ε_ij for i ≠ j,

where b and d are the usual deformation potentials, both negative in germanium.

Let X > 0 be a compressive stress along the unit vector n.

For n = [001] the stress is σ_zz = −X. Subtracting two of Hooke's equations gives

(C₁₁ − C₁₂)(ε_zz − ε_xx) = −X.

Since ε_xx = ε_yy, we have ε_zz − tr ε/3 = (2/3)(ε_zz − ε_xx) and ε_xx − tr ε/3 = −(1/3)(ε_zz − ε_xx). The z orbital therefore moves by −2Q and the x and y orbitals by +Q, with

Q = |b|X/(C₁₁ − C₁₂).

For n = [111] every stress component is −X/3. The three diagonal strains are equal, so s_ii = 0. The off-diagonal strains are ε_ij = −X/(6C₄₄), because σ_ij = 2C₄₄ε_ij. The matrix with zeros on the diagonal and ones elsewhere has eigenvalue 2 for the orbital along n and −1 for the two across it. The shifts are again −2Q and +Q, now with

Q = √3|d|X/(6C₄₄) = |d|X/(2√3C₄₄).

Spin-orbit coupling groups the six states into a quartet J = 3/2 at the edge and a doublet J = 1/2 at a hole energy Δ above it. Let p₀ be the orbital along n, and let p₊ and p₋ be the orbitals that carry angular momentum ±1 about n. The quartet states needed are

|3/2⟩ = p₊↑,
|1/2⟩ = √(2/3) p₀↑ + √(1/3) p₊↓,

with their time-reversed partners |−3/2⟩ and |−1/2⟩. If w is the weight of p₀ in a state, its strain energy is

−2Qw + Q(1 − w) = Q(1 − 3w).

The ±3/2 pair has w = 0 and moves by +Q. The ±1/2 pair has w = 2/3 and moves by −Q. Compression therefore makes |m| = 1/2 the lowest hole state, and the splitting is

D = 2Q.

Tension reverses the sign of X and selects |m| = 3/2. This treatment inside the quartet assumes D ≪ Δ.

**The masses of the selected edge**

The weight w also fixes the masses. The matrix h is real and symmetric, so only the real symmetric part of the orbital density enters the energy. Both members of a pair are axially symmetric about n, so in either this part is

ρ_ij = w n_in_j + ½(1 − w)(δ_ij − n_in_j).

Time reversal makes the k² energy the same for both members and forbids coupling between them. The energy is therefore Σρ_ij h_ij. Let k_n be the component of k along n and k⊥ the component across it.

For n = [001] the density is diagonal, with entries w and ½(1 − w). Thus

E = (γ₁ − 2γ₂)k² + 6γ₂[w k_n² + ½(1 − w)k⊥²].

The coefficient of k_n² is γ₁ + (6w − 2)γ₂ and that of k⊥² is γ₁ + (1 − 3w)γ₂. Hence

E = γ₁k² + (3w − 1)γ₂(2k_n² − k⊥²).

For n = [111] each diagonal entry is w/3 + ½(1 − w)(2/3) = 1/3. Each off-diagonal entry is w/3 − (1 − w)/6 = (3w − 1)/6. The diagonal part gives (γ₁ − 2γ₂)k² + 2γ₂k² = γ₁k². Each pair of different axes occurs twice in the sum, so the rest is

2·6γ₃·(3w − 1)/6·(k_xk_y + k_yk_z + k_zk_x).

From (k_x + k_y + k_z)² = 3k_n² it follows that the last bracket is (3k_n² − k²)/2 = (2k_n² − k⊥²)/2. The result has the [001] form with γ₃ in place of γ₂.

Write γ for γ₂ or γ₃ as the axis requires. With masses in units of m₀,

compression, w = 2/3: 1/m∥ = γ₁ + 2γ, 1/m⊥ = γ₁ − γ;
tension, w = 0: 1/m∥ = γ₁ − 2γ, 1/m⊥ = γ₁ + γ.

If γ = 0, both expressions return the isotropic mass 1/γ₁. Under compression the hole is light along the stress and heavier across it.

**The anisotropic acceptor**

Measure lengths in εa₀/m⊥, with a₀ the Bohr radius, and energies in

Ry⊥ = Ry m⊥/ε².

With κ = m⊥/m∥ the equation for the isolated edge is

[−∂²/∂x² − ∂²/∂y² − κ∂²/∂z² − 2/r] F = E F,

where z now runs along the stress. The factor 2 arises because q² divided by the length unit equals 2Ry⊥.

Two bounds come at once. For κ > 1 the kinetic operator is larger than that with κ = 1, so the binding is at most Ry⊥. It is smaller than the isotropic operator with coefficient κ everywhere, so the binding is at least Ry⊥/κ.

For a sharper result, stretch the hydrogen function:

F proportional to exp(−s), s² = (x² + y²)/a² + z²/b², t = b/a.

In the coordinates u = (x/a, y/a, z/b) this is a spherical 1s function. Its gradient is −(u/s)F, and the average of u_i²/s² is 1/3 for each direction. Therefore

⟨k_x² + k_y²⟩ = 2/(3a²), ⟨k_z²⟩ = 1/(3b²),

and the kinetic energy is T/a², with

T(t) = (2 + κ/t²)/3.

For the Coulomb term let ν be the cosine of the polar angle in the stretched coordinates. Then

r = as√(1 + (t² − 1)ν²).

The radial average of 1/s is ∫s e^(−2s)ds / ∫s² e^(−2s)ds = (1/4)/(1/4) = 1. There remains the angular average

U(t) = ∫₀¹ dν/√(1 + (t² − 1)ν²).

For t > 1 put √(t² − 1)ν = sinh y. The upper limit then has cosh y = t, and

U = arccosh t/√(t² − 1).

For t < 1 a sine substitution gives U = arccos t/√(1 − t²). The total is

E(a,t) = T/a² − 2U/a.

Its derivative with respect to a vanishes at a = T/U. Substitution gives E = U²/T − 2U²/T = −U²/T. A trial energy cannot lie below the true ground energy, so the true binding E∞ of the isolated edge satisfies

E∞ ≥ Ry⊥ max over t of 3U(t)²/(2 + κ/t²).

Any t gives a valid lower bound. The choice t = √κ makes T = 1 and leaves the closed form

E∞ ≥ Ry⊥ U(√κ)².

**The best shape**

At the maximum 2U′/U = T′/T. Differentiating U for t > 1,

U′ = 1/(t² − 1) − t arccosh t/(t² − 1)^(3/2) = (1 − tU)/(t² − 1),

and the same final form holds for t < 1. Also T′/T = −2κ/[t(2t² + κ)]. With

W = (tU − 1)/[U(t² − 1)]

the condition becomes W = κ/[t(2t² + κ)]. Multiplying out, 2Wt³ + Wtκ = κ, so

κ = 2Wt³/(1 − Wt).

This gives the mass ratio for each shape without a search.

The isotropic limit tests the result. Let κ = 1 + δ and t = 1 + τ, both deviations small. Expanding the integrand with t² − 1 = 2τ + τ² gives

U = 1 − (t² − 1)/6 + 3(t² − 1)²/40 = 1 − τ/3 + 2τ²/15,

so that 2 ln U = −2τ/3 + 7τ²/45. Likewise

T = 1 + (δ − 2τ + 3τ² − 2δτ)/3,
ln T = (δ − 2τ)/3 + 7τ²/9 − 4δτ/9 − δ²/18.

The terms linear in τ alone cancel in the difference:

ln(U²/T) = −δ/3 + δ²/18 + 4δτ/9 − 28τ²/45.

To first order in δ the binding is Ry⊥(1 − δ/3). First-order perturbation theory gives the same, since the added kinetic energy is δ⟨k_z²⟩ = δ/3. The best shape has 4δ/9 = 56τ/45, or τ = 5δ/14. At fixed volume, that is at fixed a²b, the kinetic energy is proportional to 2/a² + κ/b² and is least at t = √κ, or τ = δ/2. The Coulomb attraction at fixed volume is strongest for a sphere, τ = 0. The orbit thus stretches toward the light direction, but less than the kinetic energy alone would favour at that volume.

**Numbers for the isolated edge**

Take rough typical germanium values: γ₁ = 13.38, γ₂ = 4.24, γ₃ = 5.69 and a low-temperature ε = 15.4. For compression along [001],

m⊥ = 1/(13.38 − 4.24) = 0.1094,
m∥ = 1/(13.38 + 8.48) = 0.0457,
κ = 2.392, Ry⊥ = 6.277 meV.

The maximum is at t = 1.369. There U = 0.893 and T = 1.092, so the bound is 6.277 × 0.893²/1.092 = 4.58 meV. The radii are a = 9.11 nm and b = 12.47 nm. The closed form gives 4.54 meV.

The same equation was also diagonalized in Gaussians multiplied by spherical harmonics of even angular momentum up to 12. This gives 4.58 meV as well. The trial function therefore loses less than 0.1% of the binding in this case.

For [111] compression, m⊥ = 0.1300, m∥ = 0.0404 and Ry⊥ = 7.460 meV. The trial bound is 4.83 meV and the diagonalization gives 4.84 meV. For [001] tension, κ = 0.278 and t = 0.636: the orbit is now flattened along the stress. The trial bound is 4.74 meV and the diagonalization gives 4.75 meV.

PART 2. HOW THE LIMIT IS APPROACHED, AND WHERE IT FAILS

**Symbols and results carried over**

Hole energies are positive into the band. Compression X along n lowers the |m| = 1/2 pair below the |m| = 3/2 pair by D = 2Q, with

D = 2|b|X/(C₁₁ − C₁₂) for [001],
D = |d|X/(√3C₄₄) for [111].

An edge state with weight w in the p orbital along n has energy

γ₁k² + (3w − 1)γ(2k_n² − k⊥²)

in units of ħ²/2m₀, where γ is γ₂ for [001] and γ₃ for [111]. The quartet value is w = 2/3. The isolated edge binds a hole by E∞, which is 4.58 meV for [001] and 4.84 meV for [111]. The trial envelope has radii a across and b along the stress, with t = b/a. The spin-orbit splitting is Δ. Write c = ħ²/2m₀ = 38.1 meV nm².

**The edge stays at k = 0**

Binding is measured from the band edge, so its position matters. Let v be a real unit vector of orbital amplitudes and k a unit wave vector. The orbital matrix of Part 1 gives

v·h·v = γ₁ − 2γ₂ + 6γ₃(k·v)² − 6(γ₃ − γ₂)Σk_i²v_i².

Put u_i = k_iv_i and σ = k·v = Σu_i. The positive u_i sum to P and the negative ones to −N, so P − N = σ. The Cauchy inequality gives P + N = Σ|u_i| ≤ 1. Hence

Σu_i² ≤ P² + N² = [(P + N)² + (P − N)²]/2 ≤ (1 + σ²)/2.

Since γ₃ > γ₂, it follows that

v·h·v ≥ γ₁ + γ₂ − 3γ₃ + 3(γ₃ + γ₂)σ².

For the chosen parameters the constant is 13.38 + 4.24 − 17.07 = 0.55, which is positive. The k² energy is therefore positive in every direction, both for all six states and for the quartet contained in them. Adding it to the strain and spin-orbit energies cannot produce a state below the lowest one at k = 0. This argument depends on the parameters and would have to be repeated for another material.

**Finite splitting within four bands**

Keep the quartet and drop the J = 1/2 pair for now. With the zero of energy at the lower edge, the acceptor Hamiltonian is

H(D) = H(0) + D P_u,

where P_u projects onto the upper pair. Two statements follow without approximation within this model.

First, P_u has no negative expectation value. The ground energy therefore cannot fall as D grows, and the binding cannot rise. Secondly, put the one-band ground envelope in the lower pair and nothing in the upper pair. The energy of this trial state is −E∞ for every D. The four-band binding is therefore at least E∞. The limit is approached from above.

For the rate, write the envelopes of the two pairs as F_l and F_u, and let K be the part of the kinetic matrix that leads from lower to upper. The coupled equations are

H_l F_l + K†F_u = E F_l,
K F_l + (H_u + D)F_u = E F_u.

The second gives F_u = −(H_u + D − E)⁻¹K F_l. In the first this becomes

[H_l − K†(H_u + D − E)⁻¹K] F_l = E F_l.

At large D the inverse tends to 1/D, and first-order perturbation theory gives

E_b(D) = E∞ + C/D + smaller terms, C = ⟨F|K†K|F⟩.

**The coefficient C for [001]**

Use p₊ = −(x + iy)/√2 and p₋ = (x − iy)/√2. From |1/2⟩ to |3/2⟩ only the spin-up parts overlap:

K₁ = √(2/3)⟨p₊|h|z⟩ = −√(2/3)·6γ₃k_z(k_x − ik_y)/√2 = −2√3γ₃k_z(k_x − ik_y).

From |1/2⟩ to |−3/2⟩ = p₋↓ only the spin-down parts overlap:

K₂ = √(1/3)⟨p₋|h|p₊⟩ = −(1/(2√3))(h_xx − h_yy + 2ih_xy)
= −√3[γ₂(k_x² − k_y²) + 2iγ₃k_xk_y].

The squares are

|K₁|² = 12γ₃²k_z²k⊥²,
|K₂|² = 3γ₂²(k_x² − k_y²)² + 12γ₃²k_x²k_y².

The trial envelope is symmetric about z. Over the azimuth (k_x² − k_y²)² averages to k⊥⁴/2 and k_x²k_y² to k⊥⁴/8, so |K₂|² averages to (3/2)(γ₂² + γ₃²)k⊥⁴.

In stretched coordinates the trial function is the spherical 1s function, with wave vector q = (ak_x, ak_y, bk_z). From ∇²e^(−s) = (1 − 2/s)e^(−s),

⟨q⁴⟩ = 1 − 4⟨1/s⟩ + 4⟨1/s²⟩ = 1 − 4 + 8 = 5,

because ⟨1/s²⟩ = (1/2)/(1/4) = 2. If ν is the direction cosine, the average of ν²(1 − ν²) is 1/3 − 1/5 = 2/15, and that of (1 − ν²)² is 1 − 2/3 + 1/5 = 8/15. Thus ⟨q_z²q⊥²⟩ = 2/3 and ⟨q⊥⁴⟩ = 8/3. Restoring the radii,

C = c²[8γ₃²/(a²b²) + 4(γ₂² + γ₃²)/a⁴].

A spherical model tests the factors. Set γ₂ = γ₃ = γ and a = b, which gives C = 16c²γ²/a⁴. In that model the band energies are (γ₁ ± 2γ)k², so the traceless part of the kinetic matrix squares to 4γ²k⁴. Its diagonal part squares to γ²(k⊥² − 2k_z²)², whose angular average is γ²k⁴(1 − 2 + 9/5) = (4/5)γ²k⁴. The coupling keeps the remaining (16/5)γ²k⁴. With ⟨k⁴⟩ = 5/a⁴ this is again 16γ²/a⁴.

For germanium, with a = 9.11 nm and b = 12.47 nm,

8γ₃²/(a²b²) = 0.0201 nm⁻⁴,
4(γ₂² + γ₃²)/a⁴ = 0.0292 nm⁻⁴.

Their sum times c² gives C = 71.5 meV². The envelope from the Gaussian diagonalization gives 69.0 meV², and 69.6 meV² once tighter Gaussians are added, about 3% lower than the trial value. The energy is stationary at the exact envelope but C is not, so an error in the envelope enters C in first order and the energy only in second. A finite set of Gaussians also misses part of the cusp at the acceptor, to which k⁴ is sensitive.

**Why the next term matters**

The momentum density of a 1s function falls as q⁻⁸. With q⁴ from the coupling and q² from the volume element, the integrand of C falls only as q⁻². Estimate the kinetic energy of the upper pair by αk², with α > 0. Replacing 1/D by 1/(D + αk²) changes the integrand by the factor −αk²/(D + αk²). The tail then contributes in proportion to

−(1/D)∫₀^∞ α dk/(D + αk²) = −(π/2)√α D^(−3/2).

This contribution is negative and smaller than C/D by a factor of order D^(−1/2), not 1/D. This is a scaling argument: it ignores the Coulomb potential in the upper pair and the response of the lower envelope. That response raises the binding and can enter at the same order, so the argument gives the power of D but neither the coefficient nor the sign of the full term. The sign is taken from the diagonalization below.

Diagonalizing the four-band acceptor at D far beyond any real stress is consistent with this. The ratio of the computed shift to C/D, with the numerical C, is about 0.95 at D = 4 eV and 0.97 to 0.98 at 16 eV. The third digit depends on how closely the Gaussians describe the envelope near the acceptor. The deviation from one falls to roughly half when D is quadrupled, and removing a D^(−1/2) deviation extrapolates the ratio to one within about 1%. These numbers support the slow approach but do not fix its power precisely.

At real stresses the leading term is a rough guide. For 1 GPa along [001], D = 61.7 meV and C/D = 1.1 meV, while the diagonalization gives a shift of 0.97 meV. At 0.3 GPa, D = 18.5 meV: the leading term is 3.7 to 3.8 meV and the computed shift is 2.7 meV.

**The split-off pair changes the masses**

Now restore the J = 1/2 pair. Its m = 1/2 member is

√(1/3) p₀↑ − √(2/3) p₊↓.

Its strain energy is −2Q/3 + 2Q/3 = 0. Its strain coupling to |1/2⟩ of the quartet is

(√2/3)(−2Q) − (√2/3)Q = −√2Q.

At k = 0 the two states therefore have the matrix

[ −Q, −√2Q ]
[ −√2Q, Δ ].

The lower eigenvalue is

λ = ½[Δ − Q − √((Δ + Q)² + 8Q²)].

The expression under the root equals Δ² + 2ΔQ + 9Q². The derivative of the ground energy with respect to Q is the expectation value of the operator that Q multiplies, which is −2w + (1 − w) = 1 − 3w. Hence the combination that sets the masses is

η = 3w − 1 = −dλ/dQ = ½[1 + (Δ + 9Q)/√(Δ² + 2ΔQ + 9Q²)].

The compressed edge has

1/m∥ = γ₁ + 2ηγ, 1/m⊥ = γ₁ − ηγ.

For small Q/Δ the fraction is (1 + 9Q/Δ)(1 − Q/Δ) = 1 + 8Q/Δ to first order. Therefore

η = 1 + 4Q/Δ = 1 + 2D/Δ.

The factor 2 makes this correction large at modest splittings. In the opposite limit, Q ≫ Δ, the fraction tends to 3 and η to 2. Then w = 1: strain has overcome spin-orbit coupling and the edge is a pure p orbital along the stress. Literally infinite stress, taken within six bands, thus leads to masses other than those of Part 1. The value E∞ belongs to the intermediate range D ≪ Δ/2.

Under tension the edge is |m| = 3/2. The J = 1/2 pair has no such member, so strain does not mix the two, and this drift of the masses is absent.

The sign of the effect on binding follows from the trial energy. At its optimum only the explicit dependence on η contributes to the derivative:

dE/dη = cγ(2⟨k_z²⟩ − ⟨k⊥²⟩) = (2/3)cγ(1/b² − 1/a²).

For b > a this is negative, so the binding grows with η. For [001] at η = 1 the slope of the binding is 0.6 meV per unit of η. Mixing therefore works against the fall in binding that comes from isolating the edge.

There is also a bound. Put an envelope F in the mixed k = 0 edge state. The expected energy is that of one band with the η-dependent masses. The six-band binding is thus at least the one-band binding with those masses.

**Germanium against stress**

Add rough typical values b = −2.5 eV, d = −5.0 eV, C₁₁ = 129 GPa, C₁₂ = 48 GPa, C₄₄ = 67 GPa and Δ = 290 meV. The splittings per stress are

[001]: 2 × 2.5 eV/(81 GPa) = 61.7 meV/GPa,
[111]: 5.0 eV/(√3 × 67 GPa) = 43.1 meV/GPa.

The four-band and six-band acceptors were diagonalized with the Gaussian basis in every component and even angular momenta up to 6, keeping the cubic warping. Extending the basis to 8 raises the six-band result for [111] at 1 GPa by 0.016 meV. Extending it to 10 raises the six-band values at zero stress and for [111] at 1 and 2 GPa by 0.02 to 0.03 meV, and those for [001] at 1 and 2 GPa by less than 0.005 meV, so the second decimal in the table is not everywhere converged. The columns are stress in GPa, η, and then the four-band, six-band and mixed-mass one-band bindings in meV.

[001]
0.0 | 1.00 | 10.21 | 10.71 | 4.58
0.3 | 1.12 | 7.25 | 7.73 | 4.66
1.0 | 1.35 | 5.55 | 6.08 | 4.85
2.0 | 1.58 | 5.07 | 5.78 | 5.08

[111]
0.0 | 1.00 | 10.21 | 10.71 | 4.84
0.3 | 1.09 | 8.23 | 8.89 | 4.95
1.0 | 1.26 | 6.43 | 7.45 | 5.23
2.0 | 1.46 | 5.69 | 7.16 | 5.64

The last column at zero stress is the fixed-mass limit, not a description of the unstressed acceptor.

The six-band binding does not reach E∞ anywhere in the table. At 2 GPa it is still 26% above E∞ for [001] and 48% above for [111]. One reason is the narrow window. Isolation needs C/D ≪ E∞, which for [001] means D ≫ 69.0/4.58 = 15 meV. Fixed masses need D ≪ Δ/2 = 145 meV. The two conditions are only a factor of ten apart, so the two corrections are never negligible together. A third correction does not depend on this window: the kinetic matrix also couples the edge to the J = 1/2 pair. It accounts for the 0.5 meV between four and six bands at zero stress. With η held at 1 it still adds 0.2 to 0.3 meV for [001] and 0.3 to 0.4 meV for [111] at 1 to 2 GPa, which at 1 GPa is slightly more than the drift of the masses contributes. E∞ is therefore a reference value from which corrections are counted, not a prediction for a stressed sample.

Between 1 and 2 GPa the six-band binding falls by only 0.3 meV for either axis. The mixed-mass bound rises over the same interval. For [111] this bound shows that the binding must pass through a minimum within the six-band model: at η = 2 the closed form of Part 1 gives a lower bound of about 7.6 meV, above the 7.16 meV found at 2 GPa. The limit η = 2 itself lies far beyond the stresses for which linear elasticity and a real crystal can be trusted, and the bound does not say at what stress the minimum occurs. For [001] the bound does not decide the question.

**Beside a real crystal**

Shallow acceptors in unstressed germanium are bound by roughly 11 meV, close to the six-band value of 10.7 meV. Stresses of a few tenths of a GPa are realistic for bulk bars; 1 to 2 GPa is high for them. The assumption of a single isolated edge is poor at all these stresses. At 1 GPa along [001], dropping it moves the binding from 4.6 to 6.1 meV. The six-band value still rests on rough parameters and omits the chemical identity of the acceptor. It also uses the quartet's γ values for the split-off pair and its couplings. In germanium, where Δ is about a third of the direct gap, this is only approximate, so the split-off corrections are the least certain part of the table.

The remaining effects can be sized for the isolated [001] edge. With ε = 16.0 in place of 15.4, E∞ falls as 1/ε² to 4.2 meV. Incomplete screening near the acceptor may be modelled by an extra potential −q²(ε − 1)e^(−r/λ)/r. The volume integral of e^(−r/λ)/r is 4πλ², so the first-order increase in binding is

4πλ²(ε − 1)q²|F(0)|².

Here |F(0)|² = 1/(πa²b) = 3.1 × 10¹⁷ cm⁻³. A rough λ = 0.1 nm gives 0.05 meV. The estimate grows as λ² and does not distinguish one acceptor species from another.

Temperature limits where the bound state matters. At 77 K, kT is 6.6 meV, more than E∞; at 4.2 K it is about one thirteenth of E∞. A field that drops E∞/e over the length b is 3.7 kV/cm (0.0037 MV/cm). This is an upper scale, not a threshold. Along the field the top of the Coulomb barrier lies at −2√(q²eF) for a field F, and it already falls to the level −E∞ at F = E∞²/(4q²e), or 0.56 kV/cm. In a cold crystal, impact ionization by accelerated free holes can empty the acceptors at much lower fields still. Finally, acceptors cease to be isolated when their spacing N^(−1/3) is a few orbit radii. Taking four times the mean radius (a²b)^(1/3) gives N = 1.5 × 10¹⁶ cm⁻³. The single-acceptor treatment needs a density well below this.
